# Koopmans tuning of polarons needs finite-size corrections, including the neutral cell

**The argument under review.** A polaron is localized in one supercell. A functional parameter $a$, here the fraction of exact exchange, is varied until the occupied polaron level and the empty level at the same distorted geometry coincide. The argument then runs: "Both levels belong to the same cell and the same geometry, so their finite-size errors cancel in the comparison. The cell without the electron is neutral and needs no correction. Moreover, the total-energy difference agrees with both levels, which confirms the tuning independently."

None of the three steps holds under the conditions below. The objection is quantitative, so I first set out which electrostatic energy each quantity contains.

**Setting and energy functional**

Take an electron polaron in a cubic cell of side $L$, with fixed lattice vectors and an isotropic linear dielectric response. The high-frequency and static relative permittivities are $\varepsilon_\infty$ and $\varepsilon_s$; $\varepsilon_0$ is the vacuum permittivity. The polaron density $n$ is spherical, normalized to one, and does not overlap its images. A uniform background neutralizes the charged cell, and the average electrostatic potential is zero. The exchange interaction is assumed to have been freed of its own $1/L$ error.

For two densities write the Coulomb energy without screening as
$$\langle p|q\rangle=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{p(\mathbf r)q(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$
and let $\langle p|q\rangle_L$ be its periodic counterpart. With occupation $f$, the electron has charge density $-efn$. Displaced ions contribute a bound charge density $+em$. The model energy is
$$E=fT+\frac{\langle m-fn|m-fn\rangle_L}{2\varepsilon_\infty}+\frac{\langle m|m\rangle_L}{2(\varepsilon_s-\varepsilon_\infty)}-\frac{af^2}{2}J,\qquad J=\langle n|n\rangle .$$
Here $T$ is the kinetic energy of the orbital. The second term is the Coulomb energy screened by the electrons of the host. The third is the elastic cost of the ionic polarization $\mathbf P$: a local cost proportional to $\int P^2$ takes this Coulomb form because $em=-\nabla\cdot\mathbf P$, so that each Fourier component obeys $P_G^2\propto m_G^2/G^2$. The last term is exact exchange, which removes self-interaction.

At $f=1$, stationarity with respect to $m$ gives
$$\frac{m-n}{\varepsilon_\infty}+\frac{m}{\varepsilon_s-\varepsilon_\infty}=0 .$$
Since $1/\varepsilon_\infty+1/(\varepsilon_s-\varepsilon_\infty)=\varepsilon_s/[\varepsilon_\infty(\varepsilon_s-\varepsilon_\infty)]$, the solution is
$$m=\left(1-\frac{\varepsilon_\infty}{\varepsilon_s}\right)n .$$
The remaining charge $n-m=(\varepsilon_\infty/\varepsilon_s)n$, divided by $\varepsilon_\infty$, gives $n/\varepsilon_s$. This is static screening, and it confirms the coefficient of the elastic term.

When the electron is removed and the ions are held in place, $m$ remains. The cell is neutral, but it contains a localized charge whose compensation is spread over the cell. That charge interacts with its images. "Neutral" is therefore not the same as "free of image errors".

**Energies and levels at one geometry**

Let $J_L=\langle n|n\rangle_L$ and $\kappa=1/\varepsilon_\infty-1/\varepsilon_s$. At $f=1$ the Coulomb and elastic coefficients add to
$$\frac{1}{\varepsilon_\infty}\frac{\varepsilon_\infty^2}{\varepsilon_s^2}+\frac{1}{\varepsilon_s-\varepsilon_\infty}\frac{(\varepsilon_s-\varepsilon_\infty)^2}{\varepsilon_s^2}=\frac{\varepsilon_\infty+\varepsilon_s-\varepsilon_\infty}{\varepsilon_s^2}=\frac1{\varepsilon_s}.$$
At $f=0$ they add to
$$\frac{(\varepsilon_s-\varepsilon_\infty)^2}{\varepsilon_s^2}\,\frac{\varepsilon_s}{\varepsilon_\infty(\varepsilon_s-\varepsilon_\infty)}=\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_s\varepsilon_\infty}=\kappa .$$
Hence
$$E_1=T+\frac{J_L}{2\varepsilon_s}-\frac{aJ}{2},\qquad E_0=\frac{\kappa J_L}{2}.$$

The level $\lambda_f$ is $\partial E/\partial f$ at fixed $m$. The orbital is variational, so its response does not contribute to this derivative:
$$\lambda_f=T+\frac{\langle n_f|fn_f-m\rangle_L}{\varepsilon_\infty}-af\langle n_f|n_f\rangle ,$$
where $T$ belongs to the orbital $n_f$. With $(1-\varepsilon_\infty/\varepsilon_s)/\varepsilon_\infty=\kappa$,
$$\lambda_1=T+\frac{J_L}{\varepsilon_s}-aJ,\qquad \lambda_0=T[n_0]-\kappa\langle n_0|n\rangle_L ,$$
where $n_0$ is the orbital of the empty level in the ionic well.

**The four image errors**

The potential of a periodic array of unit point charges with background obeys $\nabla^2\phi=-4\pi\delta+4\pi/L^3$ in the central cell, in units where a single charge gives $1/r$. Near the charge, cubic symmetry gives
$$\phi=\frac1r-\frac{\alpha_M}{L}+\frac{2\pi r^2}{3L^3}+\dots$$
The constant follows from the zero average, with $\alpha_M=2.837297$ for this lattice. The next terms are cubic harmonics, which average to zero for spherical densities. Two points drawn from $n$ have mean square distance $2\langle r^2\rangle$, so
$$J_L=J-M+\frac{e^2\langle r^2\rangle}{3\varepsilon_0L^3},\qquad M=\frac{\alpha_Me^2}{4\pi\varepsilon_0L}.$$
The same shift $-M$ enters $\langle n_0|n\rangle_L$. At order $1/L$ the potential changes by a constant, so the orbitals are unchanged. The corrections to be added, isolated minus periodic, are
$$\Delta E_1=\frac{M}{2\varepsilon_s},\quad \Delta E_0=\frac{\kappa M}{2},\quad \Delta\lambda_1=\frac{M}{\varepsilon_s},\quad \Delta\lambda_0=-\kappa M .$$
For a hole polaron the energy corrections keep their signs and the level corrections reverse.

The two level errors have opposite signs, so in the comparison they add:
$$\Delta\lambda_1-\Delta\lambda_0=M\left(\frac1{\varepsilon_s}+\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)=\frac{M}{\varepsilon_\infty}.$$
The static permittivity drops out because the ions are fixed while the occupation changes.

Two limits show where the correction sits. If $\varepsilon_s=\varepsilon_\infty$, there is no ionic screening, $m=0$, and the whole correction belongs to the charged cell. This limit is formal: at the compliant value $a=1/\varepsilon_\infty$ found below, the model then has no localized polaron, so something other than ionic polarization would have to hold the electron. If $\varepsilon_s\gg\varepsilon_\infty$, the charged cell is nearly free of image errors, and almost the whole correction belongs to the neutral distorted cell.

**Why agreement among the tests is no confirmation**

The energy difference supplies two further tests. Their required corrections are
$$(\Delta E_1-\Delta E_0)-\Delta\lambda_0=\frac M2\left(\frac1{\varepsilon_s}-\kappa+2\kappa\right)=\frac{M}{2\varepsilon_\infty},$$
$$\Delta\lambda_1-(\Delta E_1-\Delta E_0)=\frac M2\left(\frac2{\varepsilon_s}-\frac1{\varepsilon_s}+\kappa\right)=\frac{M}{2\varepsilon_\infty}.$$
If $E$ is quadratic in $f$, the isolated mismatch in each of these tests is half of $\lambda_1-\lambda_0$. The error is also half as large, so all three tests have the same false root. They measure one curvature, and that curvature is wrong.

Correcting the charged cell alone does not expose the fault. It supplies $M/\varepsilon_s$ in the first test and $M/(2\varepsilon_s)$ in the other two. In each case this is the fraction $\varepsilon_\infty/\varepsilon_s$ of what is needed.

**The resulting drift of the parameter**

In the isolated limit the one-electron operators at $f=1$ and $f=0$ differ by $(1/\varepsilon_\infty-a)$ times the potential energy generated by $n$. They coincide at $a_\infty=1/\varepsilon_\infty$. There the level does not depend on $f$, the energy is a straight line in $f$, and
$$E_1=T-\tfrac12\kappa J ,$$
the Landau–Pekar polaron energy. For $a$ slightly below $a_\infty$, first-order perturbation theory gives
$$\lambda_1-\lambda_0=(a_\infty-a)J .$$

Raw tuning makes the periodic difference vanish, so the isolated difference at the tuned value $a_L$ equals $M/\varepsilon_\infty$. To leading order,
$$a_L=a_\infty-\frac{M}{\varepsilon_\infty J}=\frac1{\varepsilon_\infty}\left(1-\frac MJ\right).$$
For another functional, $J$ is replaced by the slope $s=-\partial(\lambda_1-\lambda_0)/\partial a$ at compliance, provided that its other terms have no $1/L$ error.

The exchange condition matters here. If the exchange self-interaction were also left with $J_L$ in place of $J$, the level difference would need $(1/\varepsilon_\infty-a)M$. In this model that vanishes at $a_\infty$, and raw tuning would find the right $a$ by cancellation of two errors, although $\lambda_1$ and $E_1$ would then carry an additional exchange error. For a functional with $a_\infty\neq1/\varepsilon_\infty$ the cancellation would be incomplete.

**The error in the polaron energy**

The isolated energy at general $a$ is $T-\frac12KJ$ with $K=a-1/\varepsilon_s$. Compressing the $a_\infty$ density by a factor $\xi$ changes $T$ to $\xi^2T$ and $J$ to $\xi J$. With $\xi=K/\kappa$,
$$E_1(a)=\left(\frac K\kappa\right)^2\left(T-\tfrac12\kappa J\right)=\left(\frac{a-1/\varepsilon_s}{1/\varepsilon_\infty-1/\varepsilon_s}\right)^2E_1(a_\infty).$$
The same scaling maps the minimizing orbital at one coupling onto that at another, so the radius grows as $1/K$ and $J$ falls as $K$. A value of $a$ that is too small gives a polaron that is too wide and too weakly bound.

This also limits raw tuning when the geometry is relaxed anew at each $a$. If the empty level is evaluated with the occupied orbital, the isolated level difference is
$$(a_\infty-a)\,J\,\frac{a-1/\varepsilon_s}{\kappa},$$
which has a maximum $\kappa J/4$ halfway between $1/\varepsilon_s$ and $a_\infty$. Relaxing the empty orbital lowers $\lambda_0$ and raises the difference somewhat. A sufficiently small cell can therefore have an error $M/\varepsilon_\infty$ that no choice of $a$ compensates.

**A numerical case**

Take an effective mass of $6m_e$, $\varepsilon_\infty=2.5$ and $\varepsilon_s=10$, so that $\kappa=0.300$ and an ionic charge of $0.75e$ remains in the neutral cell. The self-consistent isolated polaron at $a_\infty=0.4$ has $T=0.797$ eV, $J=10.63$ eV and rms radius 0.136 nm. Its energy, relative to a delocalized electron in the undistorted lattice, is
$$E_1=0.797-\tfrac12(0.300)(10.63)=-0.797\ \text{eV}.$$
With $E_0=1.594$ eV, the difference $E_1-E_0=-2.392$ eV equals the level, as compliance requires.

For $L=2.4$ nm, $M=2.8373\times1.43996/2.4=1.702$ eV. The formulas and the self-consistent periodic calculation give, in eV:

| Correction | Formula | Computed |
|---|---:|---:|
| $E_1$ | 0.085 | 0.085 |
| $E_0$ | 0.255 | 0.253 |
| $\lambda_1$ | 0.170 | 0.170 |
| $\lambda_0$ | −0.511 | −0.508 |

The neutral distorted cell has three times the energy error of the charged one.

The occupied level follows its formula more closely than the empty one even at 1.2 nm (0.3404 against 0.3405 eV, compared with −0.996 against −1.021 eV). This follows from a virial relation. Apart from $M$, the cell adds $c=e^2\langle r^2\rangle/(6\varepsilon_0\varepsilon_sL^3)$ to $E_1$ and $2c$ to $\lambda_1$. Stationarity under scaling of the orbital gives $2T-\frac12\kappa J-2c=0$. Eliminating $\kappa J$ gives $E_1=-T+3c$ and $\lambda_1=-3T+6c=3E_1-3c$. To first order $E_1$ rises by $c$, so $\lambda_1$ changes by $3c-3c=0$.

Tuning $\lambda_1=\lambda_0$, with the geometry relaxed at each $a$, gives:

| $L$ (nm) | Raw | Charged cell corrected | All corrected |
|---:|---:|---:|---:|
| 1.2 | none | none | 0.402 |
| 1.6 | none | 0.300 | 0.401 |
| 2.4 | 0.314 | 0.343 | 0.400 |
| 4.8 | 0.364 | 0.374 | 0.400 |
| 9.6 | 0.383 | 0.388 | 0.400 |

The search went down to $a=0.2$ and stopped earlier if the rms radius exceeded $L/5$; "none" refers to that range. In the isolated limit the largest level difference is 0.86 eV, at $a\approx0.24$, against the estimate $\kappa J/4=0.80$ eV without orbital relaxation. The errors $M/\varepsilon_\infty$ are 1.36 eV at 1.2 nm and 1.02 eV at 1.6 nm, both above that maximum. At 1.2 nm the excess is large and the raw search fails clearly. At 1.6 nm it is only 0.16 eV, and the terms beyond $1/L$, which grow with the polaron radius, reduce it further, so there the failure is narrow and is shown only within the searched range.

At 2.4 nm the leading law gives $0.400-0.154/2.4=0.336$, while the actual raw value is 0.314. The law is thus only a rough guide at this size. Extrapolated from the largest cells, up to 19.2 nm, the computed $1/L$ coefficient is −0.1539 nm, against −0.1537 nm from the formula. Correcting the charged cell alone leaves 0.7495 of that coefficient, in agreement with $1-\varepsilon_\infty/\varepsilon_s=0.75$.

Holding the ions at the isolated polaron's geometry does not rescue the raw procedure. It produces solutions in the two smallest cells, but at $a=0.254$ and 0.294. At 2.4 nm it gives 0.332.

The three raw tests at 2.4 nm give 0.314, 0.318 and 0.309. Their spread is about 0.01, while their common error is 0.08 to 0.09. After all corrections, each gives 0.400.

The consequence for the energy is larger. If the raw value from the 2.4 nm cell is used in the isolated limit, where no image error remains, the polaron energy is −0.41 eV instead of −0.80 eV. The scaling law gives the same result: $(0.2143/0.3)^2\times(-0.797)=-0.407$ eV. The raw value from 4.8 nm still gives −0.62 eV, a binding about 22% too weak.

**Bearing on real calculations**

The permittivities chosen are of the order found in simple ionic oxides; the mass is heavy, chosen to give a compact polaron. Its rms radius of 0.136 nm is smaller than the distance between neighbouring ions in such oxides, where an effective mass and a continuum permittivity are no longer quantitative. The numerical case therefore tests the image corrections within the model; it does not predict the polaron energy of a material. The model's raw search fails in the 1.2 and 1.6 nm cells, but that failure should not be transferred directly to a material. Real small polarons are held by local bonding as well as by long-range polarization, so their radius need not grow as $1/K$. A semilocal functional already removes part of the self-interaction, which makes $s$ differ from $J$; if $s$ were half as large, the leading drift would double. With $\varepsilon_\infty=7$, a value far above the one used here but reasonable for a strongly polarizable oxide, $M/\varepsilon_\infty$ at 1.2 nm would be about 0.49 eV instead of 1.36 eV. Anisotropic screening requires a tensor form of $M$, and overlapping polarons invalidate the expansion.

**Requested revision**

The tuning should be repeated with the corrections applied at every trial value of $a$, using permittivities consistent with the functional. The neutral distorted cell must be corrected with its retained ionic charge. The treatment of the exchange singularity should be stated, since the required correction depends on it. At least two cell sizes should then give the same $a$ within the remaining $1/L^3$ error. Until this is done, the coincidence of the raw levels shows compliance of the periodic array, not of the isolated polaron.

## Values computed for the example and the checks

```
inputs: mass 6.0 m_e, eps_inf 2.5, eps_s 10.0
1/eps_inf - 1/eps_s = 0.300; ionic charge left = 0.750 e
Madelung constant, simple cubic = 2.837297
e^2/(4 pi eps0) = 1.43996 eV nm
isolated: a = 0.4000, formation energy = -0.7973 eV
isolated: radial-grid formation energy = -0.7973 eV
isolated: kinetic 0.7973 eV, J 10.630 eV, level -2.3918 eV
isolated: rms radius = 0.1363 nm
isolated: neutral distorted energy E0 = 1.5945 eV
isolated minus periodic at a = 1/eps_inf, in eV: E1, E0, e1, e0
 L 1.2 nm computed   0.1670   0.4947   0.3404  -0.9956
 L 1.2 nm formula    0.1702   0.5107   0.3405  -1.0214
 L 1.6 nm computed   0.1263   0.3762   0.2553  -0.7551
 L 1.6 nm formula    0.1277   0.3830   0.2554  -0.7661
 L 2.4 nm computed   0.0847   0.2533   0.1702  -0.5075
 L 2.4 nm formula    0.0851   0.2554   0.1702  -0.5107
 L 4.8 nm computed   0.0425   0.1274   0.0851  -0.2549
 L 4.8 nm formula    0.0426   0.1277   0.0851  -0.2554
tuned a (rms radius < L/5): raw, charged-only, all, raw frozen geom.
 L 1.2 nm: none  none  0.4024  0.2542
 L 1.6 nm: none  0.3000  0.4010  0.2939
 L 2.4 nm: 0.3143  0.3425  0.4003  0.3315
 L 4.8 nm: 0.3642  0.3740  0.4000  0.3669
 L 9.6 nm: 0.3831  0.3875  0.4000  0.3837
 L 19.2 nm: 0.3918  0.3939  0.4000  0.3919
largest isolated e1-e0 = 0.8583 eV, at a = 0.24
level error M/eps_inf, and leading-order raw a from the 1/L law
 L 1.2 nm: 1.3619 eV, 0.2719
 L 1.6 nm: 1.0214 eV, 0.3039
 L 2.4 nm: 0.6809 eV, 0.3359
 L 4.8 nm: 0.3405 eV, 0.3680
 L 9.6 nm: 0.1702 eV, 0.3840
 L 19.2 nm: 0.0851 eV, 0.3920
raw a used in the isolated limit: formation energy, e1-e0
 L 2.4 nm: -0.4068 eV, 0.6741 eV
 L 4.8 nm: -0.6182 eV, 0.3399 eV
 L 9.6 nm: -0.7102 eV, 0.1702 eV
 L 19.2 nm: -0.7542 eV, 0.0851 eV
1/L coefficient of a: law -0.15374 nm, raw -0.15387 nm
1/L coefficient, charged-only corrected = -0.11533 nm
ratio charged-only/raw = 0.7495
criteria at L = 2.4 nm: a raw, a all corrected
 e1=e0: 0.3143 0.4003
 E1-E0=e0: 0.3182 0.4003
 E1-E0=e1: 0.3092 0.4003
```
